\section*{The electrochemical nucleation theorem: critical cluster size from the overpotential slope, part 2}

Metal is deposited from ions of charge $z$ on active sites of a foreign electrode. New crystals appear at a stationary rate $J$ per unit area and time. The problem asks what the steep rise of $J$ with voltage says about the small clusters from which the crystals grow.

The algebra uses $e=1$, so a voltage times a charge number is an energy; $e$ is restored where shown. Boltzmann's constant is $k$ and the temperature $T$. At electrode potential $E$, with bulk equilibrium at $E_{\rm eq}$,
\begin{equation}
\eta=E_{\rm eq}-E,\qquad x=\frac{z\eta}{kT}.
\end{equation}
The electrochemical potential $\mu_{\rm el}$ of an electron in the electrode falls as $E$ rises. Temperature and ion activity are fixed unless stated otherwise.

Each site holds at most one cluster, of $n$ atoms; $n=0$ is the empty site. Making the cluster from bulk metal takes work $\Phi_n$. Its total work of formation is
\begin{equation}
G_n=\Phi_n-nz\eta .
\label{eq:work}
\end{equation}
Its equilibrium density is $C_n=N_0e^{-G_n/kT}$, where $N_0$ is the density of empty sites. It gains atoms at frequency $f_n$, with transfer coefficient $\alpha_n=d\ln f_n/dx$, written $\alpha$ when common to all sizes. Clusters reaching a large size $M$ are counted as crystals and removed. The balance equations, with equal net flux between all successive sizes, give
\begin{equation}
\frac1J=\sum_{n=0}^{M-1}\frac{1}{f_nC_n}.
\label{eq:sum}
\end{equation}
For $\Phi_n$ and $N_0$ independent of $\eta$, the theorem is
\begin{equation}
\boxed{\frac{kT}{ze}\frac{d\ln J}{d\eta}=\langle n+\alpha_n\rangle .}
\label{eq:theorem}
\end{equation}
Here $\langle\cdots\rangle$ is an average with weights $w_n=J/(f_nC_n)$, and $\langle n\rangle$ is the mean critical size. Between two voltages, the quotient $\frac{kT}{z}\frac{\ln J(\eta_2)-\ln J(\eta_1)}{\eta_2-\eta_1}$ is the average of $\langle n+\alpha_n\rangle$ over the interval.

The island values in the final output are for flat islands on a close-packed terrace of the same metal. Each missing bond costs $\psi=0.15$ eV, with $z=1$, 298 K, equal attachment prefactors and one shape per size.

\subsection*{(g) Compact clusters with a surface energy}

\emph{Question.} Let $\Phi_n=An^{2/3}$, and let the attachment frequency be proportional to surface area, $f_n\propto n^{2/3}e^{\alpha x}$. Find the slope for a large nucleus. Do the prefactors change it?

\emph{Solution.} Treat $n$ as continuous. The maximum of $G=An^{2/3}-nz\eta$ satisfies $\tfrac23An^{-1/3}=z\eta$, so
\begin{equation}
n^*=\left(\frac{2A}{3z\eta}\right)^3 .
\label{eq:nstar}
\end{equation}
There $An^{*2/3}=\tfrac32n^*z\eta$, and the barrier is $G^*=\tfrac12n^*z\eta$. The second derivative at the maximum is $G''=-\tfrac29An^{*-4/3}$. Replacing the sum for $1/J$ by a Gaussian integral around $n^*$,
\begin{equation}
\frac1J\simeq\frac{e^{G^*/kT}}{N_0f_{n^*}}\sqrt{\frac{2\pi kT}{|G''|}},
\end{equation}
or
\begin{equation}
J\simeq N_0f_{n^*}Z\,e^{-G^*/kT},\qquad
Z=\sqrt{\frac{A}{9\pi kT}}\;n^{*-2/3}.
\end{equation}
Since $n^*\propto x^{-3}$, the Zeldovich factor $Z$ grows as $x^2$, while the area factor $n^{*2/3}$ in $f_{n^*}$ falls as $x^{-2}$. The two cancel and leave $e^{\alpha x}$. The exponent is $-G^*/kT=-\tfrac12n^*x\propto-x^{-2}$. Its derivative is $-2/x$ times itself, which is $n^*$. Thus
\begin{equation}
\frac{d\ln J}{dx}\simeq n^*+\alpha .
\end{equation}

This is the leading order for a high, broad barrier. The cancellation depends on attachment over the area. With attachment along the perimeter, $f_{n^*}\propto n^{*1/3}\propto x^{-1}$, and a term $1/x$ would remain. For the silver value of $A$ found below, with attachment proportional to $(n+1)^{2/3}$ so that the empty site is included, the full sum gives a mean that differs from $n^*$ by 0.010 atom at $n^*=50$ and by 0.004 atom at $n^*=200$. Most of this comes from the shift $n\to n+1$ in the area: with $f_n\propto n^{2/3}$ and the sum started at $n=1$, both differences are below 0.001 atom.

\subsection*{(h) Separating the transfer coefficient}

\emph{Question.} The voltage slope contains the sum of the size and $\alpha$. What does the dependence on ion activity $c$ add, at fixed electrode potential $E$?

\emph{Solution.} At fixed $E$ each ion's chemical potential rises by $kT\,d\ln c$, so $C_n\propto c^n$. The attachment frequency is proportional to the supply of ions, $f_n\propto c$. Each term of $1/J$ then varies as $c^{-(n+1)}$, and
\begin{equation}
\left(\frac{\partial\ln J}{\partial\ln c}\right)_E=\langle n\rangle+1 .
\end{equation}
Subtracting the voltage slope leaves
\begin{equation}
\left(\frac{\partial\ln J}{\partial\ln c}\right)_E-\frac{kT}{z}\frac{d\ln J}{d\eta}=1-\langle\alpha_n\rangle .
\end{equation}
This requires that the change of solution leave $\Phi_n$, $N_0$ and the double layer unaltered. With the voltage slope alone and $\alpha$ known only to lie between 0 and 1, the size is uncertain by up to one atom.

\subsection*{(i) Surface work and site density that depend on voltage}

\emph{Question.} Let $\Phi_n$ and $N_0$ depend on $\eta$. How does the theorem change, and what does the slope then count?

\emph{Solution.} The terms of $1/J$ contain $e^{\Phi_n/kT}/N_0$. Differentiating these factors as well gives
\begin{equation}
\frac{d\ln J}{dx}=\left\langle n+\alpha_n-\frac{d\Phi_n}{d(z\eta)}\right\rangle+\frac{d\ln N_0}{dx}.
\label{eq:general}
\end{equation}

Consider a cap with free area $S_n$ and interfacial energy $\gamma$. Let its surface carry the charge $q$ per unit area, hence $-q$ excess electrons. At fixed composition $d\gamma=-(-q)\,d\mu_{\rm el}$, and $d\mu_{\rm el}=-dE$. This is the Lippmann relation $d\gamma=-q\,dE$ for a polarizable double layer. Since $d\eta=-dE$,
\begin{equation}
\frac{d\gamma}{d\eta}=q .
\end{equation}
The cap has the shape of least work at fixed volume, so a small change of shape costs nothing to first order. With the substrate energies held fixed, $d\Phi_n/d\eta=S_nq$. The slope is shifted by $-\langle S_nq\rangle/z$, or $-\langle S_nq\rangle/(ze)$ with $e$ restored.

To build the cluster, its $n$ ions need $nz$ electrons, but a positively charged surface keeps $S_nq$ fewer. Apart from the terms in $\alpha_n$ and $N_0$, the slope counts the net charge supplied to the critical cluster, in units of $ze$. This equals the number of atoms only when the charging of surfaces is negligible. The substrate covered by the cap loses its own surface charge, and if that has the same sign as $q$ the shift is reduced.

\subsection*{(j) Worked example: silver on a carbon-like electrode}

\emph{Question.} Silver caps form at 298.15 K, with $kT=0.02569$ eV, $z=1$ and $\alpha=0.5$. Take $\gamma=0.5$ J/m$^2$, contact angle $\theta=60^\circ$, exchange current density $i_0=0.1$ A/cm$^2$ and $10^8$ active sites per cm$^2$. Find the critical size and the slope at 200 mV. What would two measured rates show?

\emph{Solution.} A cap of radius $R$, with $c_\theta=\cos\theta$, has free area $2\pi R^2(1-c_\theta)$ and base area $\pi R^2(1-c_\theta^2)$. By Young's equation each unit of base area gains $\gamma c_\theta$. The work is
\begin{align}
\Phi&=\pi R^2\gamma\left[2(1-c_\theta)-c_\theta(1-c_\theta^2)\right]\nonumber\\
&=4\pi R^2\gamma s,\qquad s=\tfrac14(2+c_\theta)(1-c_\theta)^2 .
\end{align}
The volume is $nv=\tfrac43\pi R^3s$, where $v$ is the atomic volume. Eliminating $R$,
\begin{equation}
\Phi_n=An^{2/3},\qquad A=(36\pi s)^{1/3}\gamma v^{2/3}.
\end{equation}
For silver $v=0.01708$ nm$^3$, and $A=0.539$ eV. Equation (\ref{eq:nstar}) gives
\begin{equation}
n^*=\left(\frac{2\times0.539}{3\times0.200}\right)^3=5.80 .
\end{equation}
The largest work belongs to the cluster of 6 atoms and is 0.58 eV.

The attachment frequency is $f_n=\nu(n+1)^{2/3}e^{\alpha x}$, with $\nu=i_0v^{2/3}/(ze)=414$ s$^{-1}$. This takes the attachment area as about $(nv)^{2/3}$, which is 4.2 times smaller than the free area of the cap. Using the whole free area would multiply every $J$ below by 4.2 and divide the chain times of part (k) by 4.2. It would leave $\langle n\rangle$ and the slopes unchanged. The full sum gives:

\begin{center}
\begin{tabular}{cccc}
$\eta$ (mV) & $J$ (cm$^{-2}$s$^{-1}$) & $\langle n\rangle$ & $n^*$\\
180 & $1.0$ & 7.99 & 7.96\\
200 & $3.0\times10^2$ & 5.84 & 5.80\\
220 & $2.3\times10^4$ & 4.40 & 4.36\\
240 & $7.1\times10^5$ & 3.41 & 3.36\\
260 & $1.1\times10^7$ & 2.70 & 2.64
\end{tabular}
\end{center}

At 200 mV the theorem gives $5.84+0.50=6.34$. Differentiating the solution of the balance equations also gives 6.34. The slope is $6.34/(0.02569\ \text{V})=247$ V$^{-1}$, and a tenfold rise in rate takes 9.3 mV. The variance of the critical size is 2.2, a spread of about 1.5 atoms, so no single size dominates here. The activity slope is 6.84, and $6.84-6.34=0.50=1-\alpha$.

The rates at 190 and 210 mV give a quotient of 6.37. Subtracting $\alpha$ leaves 5.87 atoms, close to the 5.84 at the midpoint. If each rate rests on 400 counted nuclei, each logarithm has a random error of $1/\sqrt{400}$, and the error of the size is
\begin{equation}
\frac{0.02569}{0.020}\sqrt{\frac{2}{400}}=0.09\ \text{atom}.
\end{equation}

\subsection*{(k) How far can the example be trusted?}

\emph{Question.} Which neglected effects matter most for these numbers, and how does the model compare with real silver plating?

\emph{Solution.} Surface charge has the largest effect on the reading among those sized here. Take a double-layer capacitance of 20 $\mu$F/cm$^2$ and a potential 1 V positive of the point of zero charge, both rough values. Then $q=20$ $\mu$C/cm$^2$, and the reading shifts by $-1.1$ atoms, or 19 per cent of the mean size. This leaves out the charge of the covered substrate. If the substrate carried the same charge per unit area, the shift would be only about $-0.3$ atom, so both surfaces must be known before a reading is corrected. If the active sites doubled in number for every 100 mV, the reading would rise by $kT\ln2/(0.100\ \text{eV})=0.18$ atom.

Ion supply matters little at the nucleus itself. For a 0.1 mol/L solution and a diffusion coefficient of $1.6\times10^{-5}$ cm$^2$/s, the depletion there is at most 0.17 per cent. That figure is for a hemisphere drawing the gross current density $i_0e^{\alpha x}$; a $60^\circ$ cap gives 0.12 per cent, and at the critical size detachment nearly cancels attachment, so the net loss is smaller still. Near crystals that have grown to micrometre size it is large, and most of the ions at their surface are used up. A local loss of 5 per cent of the ions, at fixed electrode potential, multiplies $J$ by 0.70. Near 200 mV, 1 mV more overpotential raises $J$ by 28 per cent, so ohmic losses must be controlled.

The slowest relaxation time of the chain is 38 $\mu$s, but clusters that have passed the barrier still need time to grow to the size at which they are counted. With $M=80$, as used here, the stationary rate of counted crystals is delayed by about 0.4 ms. A voltage pulse must be much longer than this delay for the number of crystals to be $J$ times its length. In equilibrium about $2\times10^{-6}$ of the sites hold a single atom, so such atoms do not deplete the empty sites. Crystals use up sites at the relative rate $J/N_0=3.0\times10^2/10^8=3\times10^{-6}$ s$^{-1}$ at 200 mV, so at one site per crystal it would take about an hour to use one per cent of them. Growing crystals end the stationary rate much sooner, because they deplete the ions around them. With diffusion coefficient $D$ and $c_0$ ions per unit volume, a hemispherical crystal fed by diffusion has a radius of roughly $\sqrt{2Dc_0vt}$, which is 1 to 2 $\mu$m after one second; a $60^\circ$ cap has a somewhat larger radius of curvature, about 2.3 $\mu$m. The ion loss falls off roughly inversely with distance, so a loss of several per cent reaches about ten radii. At $3\times10^2$ new crystals per cm$^2$ and second, such zones cover about one per cent of the surface within a few seconds. At 200 mV a pulse should therefore last no longer than a few seconds. In a bath at 323 K, with $\eta$, $A$ and $\alpha$ held fixed, the mean size is still 5.84. The slope in V$^{-1}$ is lower by about 8 per cent, because it contains $1/kT$.

The inputs are rough values for silver deposition from a simple salt solution, not a fit to one electrode. The interfacial energy is on the low side: a clean silver surface has roughly 1 J/m$^2$. Since $n^*\propto\gamma^3$ at fixed angle and voltage, doubling $\gamma$ would make the nucleus eight times larger. The cap radius is 0.53 nm and its height $R(1-\cos\theta)$ is 0.27 nm, about one atomic layer, so a smooth cap is a crude picture. Real electrodes also break the assumption of identical sites with a fixed density; the figure of 0.18 atom sizes one such change. The doubts about $\gamma$ and the cap shape affect the predicted size more than the reading of a measured slope, which uses neither $\gamma$ nor $\theta$. That reading still needs a stationary rate, a known $\alpha$, and estimates of the surface charge and of any change of the site density with voltage. The remaining figures are in the numerical output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 298.15 K; kT = 0.02569 eV
Ion charge z: 1; transfer coefficient alpha: 0.5
Interfacial energy: 0.5 J/m2; angle 60 deg
Silver molar mass 107.87 g/mol, density 10.49 g/cm3
Atomic volume: 0.01708 nm3
Exchange current density: 0.1 A/cm2
Active sites: 1e+08 per cm2
Attachment frequency scale: 414 per s
Surface work coefficient A: 0.5390 eV
eta (mV) | J (1/cm2 s) | mean n | classical n* | mean n + alpha
180 | 1.007e+00 | 7.989 | 7.956 | 8.489
200 | 3.049e+02 | 5.840 | 5.800 | 6.340
220 | 2.340e+04 | 4.404 | 4.358 | 4.904
240 | 7.065e+05 | 3.409 | 3.357 | 3.909
260 | 1.107e+07 | 2.699 | 2.640 | 3.199
At 200 mV: x = 7.784
Size of largest cluster work: 6 atoms
Largest cluster work: 0.5798 eV
Variance of critical size: 2.227
Slope from balance equations, kT/ze units: 6.3396
Slope d ln J/d eta: 246.7 per V
Overpotential per decade of J: 9.33 mV
ln J versus ln activity slope: 6.840
Cap radius at classical n*: 0.533 nm
Large-nucleus gap, n*=50: 0.0098; n*=200: 0.0037 atoms
Two-rate reading 190-210 mV: 6.369
Reading minus alpha: 5.869 atoms
Counting error, 400 nuclei per rate: 0.091 atoms
Island model bond energy: 0.15 eV
Island mean n at 125 mV: 5.589
Island mean n at 225 mV: 2.006
Island mean n at 375 mV: 1.000
Neglected effects at the working point:
Double layer: 20 uF/cm2, 1.0 V from pzc
Surface charge density: 20 uC/cm2
Surface charge shift of reading: -1.110 atoms
Sites doubling per 100 mV, shift: 0.178 atoms
Diffusion 1.6e-05 cm2/s, ions 0.1 mol/L
Ion depletion at critical nucleus: 0.169 %
J factor where ions are depleted by 5 %: 0.702
Relaxation time of cluster chain: 37.8 us
Sites holding one atom: 1.86e-06 of all sites
Rise of J per 1 mV potential error: 27.8 %
Mean n at 323.15 K, same eta: 5.843
\end{verbatim}
